\section*{Graphene's first nonzero pseudo-Landau level at ten tesla}

\section*{Question}

A graphene sheet lies in the $xy$ plane, with $x$ along the zigzag direction and $y$ along the armchair direction. Each atom is displaced along $y$ by $cy^2/2$, with $c>0$, so that the strain is $u_{yy}=u(y)=cy$ and $u_{xx}=u_{xy}=0$. Electrons hop between nearest neighbours. For a bond of length $l$ the amplitude is
\[
t(l)=t_0\,e^{-\beta(l/d-1)},
\]
where $d$ is the unstrained bond length. The elementary charge $e$ is positive, and energies are measured from the Dirac point of the unstrained sheet.

Data: Dirac velocity $v=1.00\times10^{6}$ m/s, $d=0.142$ nm, $\beta=3$. The last two are rough typical values.

\begin{enumerate}
\item[(a)] Show that near its two Dirac points the strained sheet behaves, to first order in strain, as if it were in a magnetic field of magnitude $B=\hbar\beta c/(2ed)$, with opposite signs in the two valleys.
\item[(b)] Treating $v$ as constant, find the energy levels. On which sublattice does the zero-energy state lie in each valley, and how would a true magnetic field differ?
\item[(c)] Calculate the first nonzero level for $B=10$ T, in meV.
\item[(d)] What strain gradient does this field need? If the strain may range from zero to a rough fracture limit of 20\,\%, how wide can the sheet be? What limits the width from below?
\item[(e)] Strain also changes the velocity. How does the first level depend on the strain at the centre of the orbit?
\item[(f)] Suppose that strain also creates a potential energy $V=gu$, with a rough screened value $g=3$ eV. How far does the first level move?
\item[(g)] Can the level be resolved at 300 K if the scattering time is roughly 0.1 ps? Set the result beside real strained graphene.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) From strain to a pseudomagnetic field}

From an A atom, the vectors to the three B neighbours are $(0,-d)$ and $(\pm\sqrt3d/2,\,d/2)$. Let $t_3$ be the amplitude of the vertical bond and $t_1$ that of each tilted bond. The overall sign of the hopping can be absorbed in the amplitudes on one sublattice, so it is taken positive. The Hamiltonian connects A to B through
\begin{equation}
f(\mathbf k)=t_3e^{-ik_yd}+2t_1\cos\!\left(\tfrac{\sqrt3}{2}k_xd\right)e^{ik_yd/2},
\qquad E=\pm|f|.
\label{f}
\end{equation}

Without strain $t_1=t_3=t_0$, and $f$ vanishes at $k_y=0$, $k_x=\tau K$, where $\tau=\pm1$ labels the valley and $\sqrt3Kd/2=2\pi/3$. Put $k_x=\tau K+q_x$ and $k_y=q_y$. To first order,
\[
2\cos\!\left(\tau\tfrac{2\pi}{3}+\tfrac{\sqrt3}{2}q_xd\right)
=-1-\tau\sqrt3\cdot\tfrac{\sqrt3}{2}q_xd=-1-\tfrac32\tau q_xd .
\]
Hence
\begin{align*}
f&=t_0(1-iq_yd)-t_0\left(1+\tfrac32\tau q_xd\right)\left(1+\tfrac i2q_yd\right)\\
&=-\tfrac32t_0d\,(\tau q_x+iq_y).
\end{align*}
Since $|f|=\hbar v|\mathbf q|$, this gives $\hbar v=3t_0d/2$, and the stated velocity corresponds to $t_0=3.09$ eV.

Now add the strain. The vertical bond becomes $d(1+u)$. A tilted bond has
\[
l^2=\tfrac34d^2+\tfrac14d^2(1+u)^2=d^2\left(1+\tfrac u2+\tfrac{u^2}{4}\right),
\qquad l\simeq d\left(1+\tfrac u4\right).
\]
Thus $\delta t_3=-\beta ut_0$ and $\delta t_1=-\beta ut_0/4$. At the Dirac point the factor $2\cos(\cdots)$ is $-1$, so $f$ changes by $\delta t_3-\delta t_1=-\tfrac34\beta ut_0$. Dividing by $\hbar v=3t_0d/2$ gives
\begin{equation}
f=-\hbar v\left[\tau q_x+\frac{\beta u}{2d}+iq_y\right]
=-\hbar v\left[\tau\left(q_x+\tau\frac{\beta u}{2d}\right)+iq_y\right].
\label{shift}
\end{equation}
A vector potential replaces $\hbar q_x$ by $\hbar q_x+eA_x$ for an electron of charge $-e$. Therefore
\[
A_x=\tau\frac{\hbar\beta}{2ed}\,cy,\qquad
B_z=-\frac{\partial A_x}{\partial y}=-\tau B,\qquad
B=\frac{\hbar\beta c}{2ed}.
\]
The sign depends on the valley because strain does not break time reversal, which exchanges the valleys. A uniform strain shifts the Dirac points but gives no field, which requires a strain gradient. Products of strain and $\mathbf q$ have been dropped here; they change the velocity and are taken up in (e). The local treatment assumes that the strain varies little over a bond.

\subsection*{(b) The levels}

The sheet is unchanged by lattice translations along $x$, so $q_x$ is conserved. Replace $q_y$ by $-i\,d/dy$ and use $\hbar\beta u/(2d)=eBy$. Equation (\ref{shift}) becomes
\[
f=-v\left[\hbar\frac{d}{dy}+eB(y-y_0)\right],\qquad y_0=-\frac{\tau\hbar q_x}{eB}.
\]
Measure $y$ from the orbit centre $y_0$ and define $D=v(\hbar\,d/dy+eBy)$. The two amplitudes obey
\begin{equation}
E\psi_A=-D\psi_B,\qquad E\psi_B=-D^\dagger\psi_A .
\label{pair}
\end{equation}
Applying $D^\dagger$ to the first equation and using the second gives $E^2\psi_B=D^\dagger D\,\psi_B$. With $D^\dagger=v(-\hbar\,d/dy+eBy)$ and $\frac{d}{dy}(y\psi)=\psi+y\frac{d\psi}{dy}$,
\begin{align*}
D^\dagger D&=v^2\left(-\hbar^2\frac{d^2}{dy^2}+e^2B^2y^2-e\hbar B\right),\\
DD^\dagger&=v^2\left(-\hbar^2\frac{d^2}{dy^2}+e^2B^2y^2+e\hbar B\right).
\end{align*}
So $[D,D^\dagger]=2e\hbar v^2B$. The operator $a=D/\sqrt{2e\hbar v^2B}$ satisfies $[a,a^\dagger]=1$, and $D^\dagger D=2e\hbar v^2B\,a^\dagger a$.

If $a^\dagger a\,\phi=\lambda\phi$ with $\phi$ normalised, then $\lambda=\|a\phi\|^2\ge0$, and $a\phi$, unless it vanishes, has eigenvalue $\lambda-1$. Repeated lowering would reach negative values unless it stops at a state with $a\phi=0$, whose eigenvalue is zero. Hence $\lambda$ is an integer $n\ge0$, and raising from the lowest state produces every such $n$. The levels are
\begin{equation}
E_n=\pm v\sqrt{2e\hbar Bn},\qquad n=0,1,2,\ldots
\label{levels}
\end{equation}
For $n\ge1$ both signs occur, because (\ref{pair}) then fixes $\psi_A=-D\psi_B/E$ for either sign.

For $n=0$, $D\psi_B=0$ gives $\psi_B\propto e^{-y^2/2\ell^2}$, with $\ell=\sqrt{\hbar/(eB)}$. The equation $D^\dagger\psi_A=0$ has the growing solution $e^{+y^2/2\ell^2}$, which cannot be normalised, so $\psi_A=0$. Since $D$ is the same for both values of $\tau$, the zero-energy state lies on sublattice B in both valleys. Reversing the sign of $c$ moves it to A.

In a true magnetic field $A_x=By$ has no factor $\tau$, and the bracket in $f$ becomes $\hbar\,d/dy+\tau eBy$. Changing $\tau$ exchanges the decaying and growing solutions, so the zero-energy states lie on opposite sublattices in the two valleys. The nonzero energies are the same for equal $B$.

\subsection*{(c) The number at 10 T}

Put $n=1$ in (\ref{levels}):
\begin{align*}
2e\hbar B&=2(1.602\times10^{-19}\,\mathrm C)(1.0546\times10^{-34}\,\mathrm{J\,s})(10\,\mathrm T)\\
&=3.379\times10^{-52}\,\mathrm{kg^2\,m^2/s^2}.
\end{align*}
The unit follows from $1\,\mathrm T=1\,\mathrm{kg/(C\,s)}$: the product is in J\,kg, the square of a momentum. Its root is $1.838\times10^{-26}$ kg\,m/s. Multiplication by $v$ gives
\[
E_1=1.838\times10^{-20}\ \mathrm J
=\frac{1.838\times10^{-20}}{1.602\times10^{-19}}\ \mathrm{eV}
\simeq 115\ \mathrm{meV}.
\]
There is a matching level at $-115$ meV. The next positive levels are at 162 and 199 meV: the spacing shrinks because $E_n\propto\sqrt n$. At 1 T the first level would be at 36.3 meV, in accordance with $E_1\propto\sqrt B$. A small relative error in $v$ passes fully into $E_1$, and one in $B$ passes in by half.

The energies can also be found without the continuum approximation. At fixed $k_x$ the sheet reduces to a chain of alternating A and B rows, with hoppings calculated from the displaced atomic positions. For a sheet 100 nm wide with its orbit at zero strain, diagonalising this chain gives 114.6 meV. An unstrained chain in a true field of 10 T gives 114.7 meV. The zero-energy states in these chains have the sublattices found in (b).

\subsection*{(d) Strain and width}

Invert the result of (a), using $eB/\hbar=1/\ell^2$ and $\ell=8.11$ nm:
\[
c=\frac{2edB}{\hbar\beta}=\frac{2d}{\beta\ell^2}
=\frac{2(0.142\,\mathrm{nm})}{3(8.113\,\mathrm{nm})^2}
=1.438\times10^{-3}\,\mathrm{nm^{-1}},
\]
or 0.144\,\% per nanometre. A strain range from zero to 20\,\% then permits a width of at most
\[
W=\frac{0.20}{1.438\times10^{-3}\,\mathrm{nm^{-1}}}\approx140\ \mathrm{nm}.
\]
This is an estimate from a linear law carried to large strain. As (e) shows, the local field itself weakens under tension, to about 7.4 T at 10\,\% and 5.6 T at 20\,\% strain, so such a sheet does not carry a uniform 10 T. The centre of such a sheet is at 10\,\% strain, where the result of (e) puts the first level near 85 meV instead of 115 meV. At a fixed strain range the attainable field varies as $1/W$, so strong uniform pseudofields belong to small regions.

A 100 nm sheet needs a strain difference of 14.4\,\%. If the centre is unstrained, the edges are at $\pm7.2\,\%$, and the compressed half must be held flat against buckling. A uniform pre-stretch can make all the strain tensile, but it also changes the velocity and the local field, as (e) shows. In either case the stress varies with $y$, so mechanical equilibrium requires in-plane forces. With a rough in-plane stiffness of 350 N/m, the force per area is about $(350\,\mathrm{N/m})(1.44\times10^{6}\,\mathrm{m^{-1}})\simeq0.5$ GPa. This is far more than weak adhesion to an ordinary flat substrate can supply, so the strain profile assumed here is an idealisation.

The lower limit comes from the size of the orbit. For $n=1$ the equation for $\psi_B$ reads
\[
\left(-\ell^2\frac{d^2}{dy^2}+\frac{y^2}{\ell^2}\right)\psi_B=3\psi_B ,
\]
because $E_1^2/(e\hbar v^2B)=2$ and the constant in $D^\dagger D$ adds 1. The classical turning points are at $y=\pm\sqrt3\,\ell\simeq\pm14$ nm. With the strain gradient held fixed, the chain gives $E_1=114.6$ meV for widths of 100 and 60 nm, but 125.5 meV for 30 nm. In the narrowest sheet the edges lie close to the turning points, and the level depends on how the sheet ends. The value quoted, 9.5\,\% above that of the 100 nm sheet, is for zigzag edges on both sides; the other ways of ending the chain give between 118 and 136 meV. At 10 T a width of 60 nm is therefore sufficient for an orbit at the centre, while 30 nm is too small for formula (\ref{levels}).

\subsection*{(e) Velocity and field that vary with strain}

At fixed $k_x$ write $C=-2\cos(\sqrt3k_xd/2)$. The orbit is centred where $f$ vanishes at $k_y=0$, that is, where $t_3(y_0)=Ct_1(y_0)$. Expand (\ref{f}) about this point:
\[
f\simeq(y-y_0)\left[t_3'-Ct_1'\right]-ik_yd\left[t_3+\tfrac12Ct_1\right],
\]
with primes denoting $d/dy$ and both brackets taken at $y_0$. The second bracket is $\tfrac32t_3$. In the first, $C=t_3/t_1$, so
\[
t_3'-\frac{t_3}{t_1}t_1'=t_3\frac{d}{dy}\ln\frac{t_3}{t_1}
\simeq-t_3\left(\beta c-\tfrac14\beta c\right)=-\tfrac34\beta c\,t_3 .
\]
With $k_y=-i\,d/dy$,
\[
f\simeq-t_3(y_0)\left[\tfrac34\beta c\,(y-y_0)+\tfrac32d\,\frac{d}{dy}\right].
\]
This has the form of $-D$. The first squared level is twice the product of the two coefficients, so $E_1^2=\tfrac94\beta cd\,t_3^2(y_0)$. Since $t_3=t_0e^{-\beta u}$,
\begin{equation}
E_1(u)\simeq E_1(0)\,e^{-\beta u},\qquad u=cy_0 .
\end{equation}
The expansion requires the hopping to change little across the orbit. Here $\beta c\ell\simeq0.035$. The bond geometry adds a further relative change of about $-u/8$, which is neglected.

At $u=+2\,\%$ the formula gives 108.1 meV and the chain 107.7 meV. At $u=-2\,\%$ they give 121.8 and 122.0 meV. These two orbit centres lie about 14 nm on either side of the middle. The ideal level is flat, whereas the strained level depends on $y_0$ and hence on $k_x$. Two effects share this change equally. With local velocities $v_x$, $v_y$ and local field $B$, the two coefficients in $f$ are $ev_xB=\tfrac34\beta c\,t_3$ and $\hbar v_y=\tfrac32d\,t_3$, with $y$ the unstrained coordinate, so $E_1^2=2e\hbar v_xv_yB$. Also $\hbar v_x=\sqrt3\,d\,t_1\sin\theta$ with $\cos\theta=-t_3/(2t_1)$. To first order $t_1\simeq t_0(1-\beta u/4)$ and $\sin\theta\simeq\tfrac{\sqrt3}{2}(1+\beta u/4)$, so $v_x$ does not change. Hence $v_y$ and the local field each vary as $e^{-\beta u}$. The value of 115 meV belongs to the place where the strain vanishes, the velocity is $10^6$ m/s and the field is 10 T.

\subsection*{(f) A scalar potential}

For an orbit at the centre of the sheet, $V=gcy$ acts like a uniform electric field. Set $F=evB$ and $\eta=gc/F$, so that $V=\eta Fy$. The classical orbit at energy $E$ obeys
\[
(E-\eta Fy)^2=v^2p_y^2+F^2y^2 .
\]
Expand the left side and complete the square, for $\eta<1$:
\[
(1-\eta^2)F^2\left[y+\frac{\eta E}{(1-\eta^2)F}\right]^2+v^2p_y^2
=E^2+\frac{\eta^2E^2}{1-\eta^2}=\frac{E^2}{1-\eta^2}.
\]
This is an ellipse with semi-axes $|E|/[(1-\eta^2)F]$ in $y$ and $|E|/[v\sqrt{1-\eta^2}]$ in $p_y$. At $\eta=0$ its area is $\pi E^2/(vF)$, which (\ref{levels}) sets equal to $2\pi\hbar n$. Keeping this quantisation rule for $\eta>0$ is a semiclassical assumption. It gives
\begin{equation}
\frac{\pi E^2}{vF(1-\eta^2)^{3/2}}=2\pi\hbar n
\quad\Rightarrow\quad
|E|=v\sqrt{2e\hbar Bn}\,(1-\eta^2)^{3/4}.
\end{equation}

Because $c$ is itself proportional to $B$, the field cancels from the ratio:
\[
\eta=\frac{gc}{evB}=\frac{2gd}{\beta\hbar v}=0.43 .
\]
The first level falls from 114.7 to 98.3 meV, a reduction of 14\,\% relative to the ideal value. Adding $V$ to the atomic chain gives 98.1 meV, taken as half the distance between the first levels above and below the central one. The two distances themselves differ from this mean by about 3 meV, the upper one being larger: orbits of positive energy are displaced towards smaller strain, where $v_y$ and the local field are larger, and those of negative energy the other way. The mean supports the quantisation rule for these parameters.

For an orbit centred at $y_0$, write $V=gcy_0+gc(y-y_0)$. The whole ladder is then also shifted by $gcy_0$, about 4.3 meV per nanometre. The levels are therefore to be measured from the local zero-energy level. As $\eta$ approaches 1 the ladder collapses, and for $\eta\ge1$ the classical orbits are no longer closed. In this linearised treatment, for an orbit centred at zero strain and the present $d$, $\beta$ and $v$, this happens at $g\simeq7$ eV, independent of the strain gradient. Under tension the local field is weaker while $v_x$ hardly changes, so $F=ev_xB$ is smaller and a smaller $g$ is enough: about 6 eV at 5\,\% strain. Orbits of negative energy extend into the stretched region and therefore open earlier, the more so the larger the gradient. With the full hopping law the first negative level loses its closed orbit near $g\simeq5.5$ eV at the gradient for 10 T, and near 6.3 eV at the gradient for 1 T.

\subsection*{(g) Resolution and the real material}

At 300 K, $k_{\mathrm B}T=25.9$ meV and $E_1/k_{\mathrm B}T=4.4$. With the Fermi level at zero, the first positive level has an occupation of about $1/(e^{4.4}+1)\simeq0.01$. A scattering time of 0.1 ps gives a width $\hbar/(0.1\,\mathrm{ps})=6.6$ meV, much less than $E_1$. For a single orbit centre, the transition from the zero-energy level to the almost empty first level is therefore well resolved. Light of this energy, however, has a wavelength of about 11 $\mu$m and covers every orbit in the sheet. By (e), centres within 30 nm of the middle have first levels from roughly 100 to 130 meV, so absorption shows a broad band instead of a line of the lifetime width. With the potential of (f), the ladder also moves relative to the Fermi level, by about 108 meV at 25 nm from the middle, and the occupations change. A tunnelling probe can select a small region, but its thermal smearing follows the derivative of the Fermi function, whose full width at half maximum is about $3.5k_{\mathrm B}T\simeq90$ meV. This exceeds the 48 meV between the first and second levels, so the nonzero levels merge, and for levels of equal weight even the first gives no separate peak at 300 K. Tunnelling needs a lower temperature to resolve them.

The chosen velocity, bond length and hopping decay are roughly those of graphene. The field of 10 T is modest: pseudofields inferred in nanometre-sized graphene bubbles are roughly hundreds of tesla, over much smaller areas. A real strain field need not be as uniform as assumed here. A 10\,\% change in local field moves $E_1$ by about 5\,\%, a local strain of 2\,\% moves it by about 6\,\%, and the potential in (f) lowers it by roughly 14\,\% for the assumed $g$. The model also displaces both sublattices by the same smooth function. In real graphene they shift relative to each other under strain, which makes the bond lengths less unequal and weakens the pseudofield, so 10 T needs a larger gradient than the one in (d). Electron interactions, ripples and disorder beyond the simple lifetime are left out as well. The answer of 115 meV is thus the level of a uniform pseudofield with the stated velocity and a fully screened scalar potential. The numerical output lists the main values used.

\section*{Table of computed values}
\begin{verbatim}
field B: 10.0 T
velocity v: 1.00e+06 m/s
elementary charge: 1.602177e-19 C
hbar: 1.054572e-34 J s
2 e hbar B: 3.3792e-52 kg^2 m^2/s^2
E_1: 1.8383e-20 J
E_1 formula: 114.74 meV
E_2 formula: 162.26 meV
E_3 formula: 198.73 meV
E_1 continuum grid: 114.73 meV
E_2 continuum grid: 162.26 meV
E_3 continuum grid: 198.72 meV
E_1 at 1 T, formula: 36.28 meV
magnetic length: 8.113 nm
bond length: 0.142 nm
beta: 3.0 (no unit)
hopping t0 from v: 3.090 eV
strain gradient c: 0.1438 % per nm
sheet width: 100 nm
strain at each edge: +/- 7.19 %
strain difference across sheet: 14.38 %
rough strain limit: 20 %
greatest width at that limit: 139.1 nm
E_1 strained lattice, 100 nm: 114.61 meV
E_1 strained lattice, 60 nm: 114.62 meV
E_1 strained lattice, 30 nm: 125.51 meV
E_1 lattice, true magnetic field: 114.72 meV
A-B weight, strain, valleys: -1.000, -1.000
A-B weight, true field, valleys: 1.000, -1.000
E_1 lattice at -2 % strain: 122.01 meV
E_1 exp(-beta u) at -2 %: 121.83 meV
E_1 lattice at +2 % strain: 107.67 meV
E_1 exp(-beta u) at +2 %: 108.05 meV
scalar coupling g: 3.0 eV
ratio eta: 0.4315 (no unit)
E_1 with scalar potential, formula: 98.31 meV
E_1 with scalar potential, lattice: 98.07 meV
temperature: 300 K
thermal energy kT: 25.85 meV
E_1/kT: 4.44 (no unit)
scattering time: 0.10 ps
lifetime width hbar/tau: 6.58 meV
\end{verbatim}
